# Wulff shapes from a dual convex hull, with marginal facets and steps

A small crystal is annealed until atoms can move over its whole surface. It then takes the shape that minimizes its surface energy at fixed volume. What a calculation supplies is a list: one surface energy for each of a few low-index orientations. From it one wants the facets that appear, their areas, and one mean energy per area. Low energy alone does not decide, because a facet can be cut away by its neighbours. Some orientations sit so close to the limit of appearing that rounding, or the error of the energies, settles the answer.

## The body and its assumptions

Let $n_i$ be distinct outward unit normals and $\gamma_i>0$ their surface energies per area. The Wulff body is

$$W=\{x:\ n_i\cdot x\le\gamma_i\ \text{for all } i\}. \tag{1}$$

Lengths in $W$ carry the unit of $\gamma$; a particle of volume $V_p$ is $\lambda W$ with $\lambda=(V_p/V)^{1/3}$, where $V$ is the volume of $W$. Edge, corner and elastic energies are left out. Edge and corner energies matter most for small particles: edge energy grows as length and surface energy as length squared. The elastic energy of a fixed imposed strain grows as volume, so it gains weight as the particle grows. At finite temperature $\gamma_i$ means a surface free energy, at fixed chemical potentials if the composition can vary. Only listed orientations can appear.

Define the dual points and their convex hull,

$$p_i=n_i/\gamma_i,\qquad P=\operatorname{conv}\{p_i\}. \tag{2}$$

The origin is assumed to lie inside $P$. Dividing (1) by $\gamma_i$ gives $p_i\cdot x\le1$. Every $p\in P$ is an average of the $p_i$ with nonnegative weights, so

$$x\in W\iff p\cdot x\le1\ \text{for all }p\in P. \tag{3}$$

If $P$ contains a ball of radius $r$ about the origin, the choice $p=rx/|x|$ gives $|x|\le1/r$. Hence $W$ is bounded.

## What the hull says about the shape

**Hull facets are vertices of $W$.** The plane of a hull facet misses the origin, so it can be written $a\cdot p=1$, with $a\cdot p_j\le1$ for all $j$. Thus $a\in W$. The facet contains three linearly independent $p_j$, whose equations $p_j\cdot x=1$ fix $x=a$, so $a$ is a vertex. Conversely, at a vertex $v$ of $W$ the points with $p_j\cdot v=1$ span space; otherwise $v$ could move both ways along a direction orthogonal to them and stay in $W$. The plane $v\cdot p=1$ therefore supports $P$ and contains three linearly independent points of it, which makes it a facet plane.

**Hull vertices are facets of $W$.** There are three cases.

1. If $p_i$ is a vertex of $P$, some supporting plane meets $P$ there alone. Scaled to $x_0\cdot p=1$, it gives $p_i\cdot x_0=1$ and $p_j\cdot x_0<1$ for $j\ne i$. Small displacements of $x_0$ within plane $i$ keep these strict inequalities, so the facet has positive area.
2. If $p_i$ lies on the boundary of $P$ but is not a vertex, then $p_i=\sum_j\lambda_jp_j$ with positive weights summing to one and $j\ne i$. Where plane $i$ touches $W$, $1=\sum_j\lambda_jp_j\cdot x\le1$, so each $p_j\cdot x=1$. These are planes with other normals, and the contact is at most a line segment. This is a marginal facet.
3. If $p_i$ is interior, $(1+\epsilon)p_i\in P$ for some $\epsilon>0$. Then $p_i\cdot x\le1/(1+\epsilon)<1$, and plane $i$ does not touch $W$.

## Areas and the mean energy

Sort the vertices on plane $i$ by angle about their centre $c$, and set $r_k=x_k-c$. Summing the triangles from $c$ gives

$$A_i=\tfrac12\Big|\sum_k n_i\cdot(r_k\times r_{k+1})\Big|, \tag{4}$$

with the last vertex followed by the first. The pyramid from the origin to facet $i$ has base $A_i$ and height $\gamma_i$. These pyramids fill $W$, so

$$V=\frac13\sum_i\gamma_iA_i,\qquad
\bar\gamma=\frac{\sum_i\gamma_iA_i}{\sum_iA_i}=\frac{3V}{A}. \tag{5}$$

Moving plane $i$ outward by $d\gamma_i$ adds a slab of volume $A_i\,d\gamma_i$ to leading order, hence $\partial V/\partial\gamma_i=A_i$.

**Why this body is the minimum.** Let $K$ be a convex polyhedron with listed normals, volume $V_K$, and energy $F(K)=\sum_i\gamma_iA_i(K)$. Construct a map $T$ from $K$ to $W$ as follows. Choose $T_1(x_1)$ so that equal fractions of the two volumes lie below $x_1$ and $T_1$. Within the matched cross-sections choose $T_2(x_1,x_2)$ by equal area fractions, and then $T_3$ by equal length fractions. With section areas $S$ and chord lengths $\ell$,

$$\partial_1T_1=\frac{S_K/V_K}{S_W/V},\quad
\partial_2T_2=\frac{\ell_K/S_K}{\ell_W/S_W},\quad
\partial_3T_3=\frac{\ell_W}{\ell_K}. \tag{6}$$

All three are positive and their product is $V/V_K$. The arithmetic mean is at least the geometric mean, so $\nabla\cdot T\ge3(V/V_K)^{1/3}$. Since $T$ lies in $W$, $n_i\cdot T\le\gamma_i$ on facet $i$ of $K$. The divergence theorem gives

$$F(K)\ge\oint_{\partial K}T\cdot n\,dS=\int_K\nabla\cdot T\,d^3x\ge3V^{1/3}V_K^{2/3}. \tag{7}$$

Inside $K$, sections and chords vary continuously and piecewise smoothly, so $T$ is regular enough for this theorem on a slightly shrunken copy of $K$; letting the copy grow to $K$ gives (7). For $K=\lambda W$, (5) gives $F=3\lambda^2V$, which equals the bound. The particle energy is therefore

$$E=3V^{1/3}V_p^{2/3},\qquad
\frac{\partial E}{\partial\gamma_i}=\Big(\frac{V_p}{V}\Big)^{2/3}A_i=\lambda^2A_i. \tag{8}$$

An error in one energy enters $E$, to first order, with the real area of that facet.

## Symmetry and duplicate planes

For Miller indices $(hkl)$ the normal is along $h b_1+k b_2+l b_3$, with $b_i$ the reciprocal vectors; in a non-cubic cell this generally differs from the direct-lattice direction with the same indices. Apply the point group $G$ to it and remove repeated images. Each image is produced by as many operations as leave the normal fixed, so the family has $|G|/|\mathrm{Stab}(n)|$ members, where $\mathrm{Stab}(n)$ is the set of those operations. Equal energies within families make $W$ invariant under $G$, so the members have equal areas.

If two terminations share a normal, the constraint with the smaller $\gamma$ implies the other. Keep the lower one. Two identical planes must also be reduced to one, or (4) counts their area twice.

In a crystal without an inversion centre $n$ and $-n$ may be inequivalent, and a slab exposing both gives only the sum of their energies. One change of energies is harmless: $\gamma_i\to\gamma_i+t\cdot n_i$ for all planes turns (1) into $n_i\cdot(x-t)\le\gamma_i$, which translates $W$ by $t$. Areas are unchanged, and so is $\sum_i\gamma_iA_i$, because $\sum_iA_in_i=0$ for a closed surface. Altering the split for one pair alone is in general not such a translation.

## Marginal families

Remove a whole family with normal $n$ and call the remaining body $W'$. Its threshold and margin are

$$\gamma^*=\max_{x\in W'}n\cdot x,\qquad \delta=\gamma^*-\gamma. \tag{9}$$

The family has positive area if and only if $\delta>0$. For $\delta\le0$ its planes cut nothing from $W'$. For $\delta>0$ they remove an open region; rays from the origin through that region leave $W$ through family planes, so at least one member has area, and by symmetry all do. If $W'$ is unbounded along $n$, then $\gamma^*=\infty$.

The growth of a new facet depends on what it cuts. Suppose it truncates an edge of length $L$, and its normal lies between the adjacent normals at angles $a$ and $b$ from them. In the section perpendicular to the edge, the cut passes a distance $\delta$ below the apex. It meets the two sides at offsets $\delta\cot a$ and $\delta\cot b$, so

$$A_{\rm new}=L\delta(\cot a+\cot b)+O(\delta^2). \tag{10}$$

The adjacent facets lose strips of widths $\delta/\sin a$ and $\delta/\sin b$. Using $(1-\cos a)/\sin a=\tan(a/2)$, the net changes per edge are

$$\Delta A\simeq-L\delta\Big(\tan\frac a2+\tan\frac b2\Big),\quad
\Delta V\simeq-\frac{L\delta^2}{2}(\cot a+\cot b). \tag{11}$$

Area falls at first order but volume at second. By (5), $\bar\gamma$ therefore rises when such a facet first appears, although its own energy has been lowered. There is no conflict with the minimum principle: what is minimized is $E$ at fixed volume, and $E\propto V^{1/3}$ falls.

A corner behaves differently. For the cube $|x|,|y|,|z|\le1$, a (111) plane at $\gamma=\sqrt3-\delta$ is $x+y+z=3-\sqrt3\,\delta$. It cuts the three edges at $\sqrt3\,\delta$ from the corner. The new triangle has side $\sqrt6\,\delta$ and area $(\sqrt3/4)\,6\delta^2=(3\sqrt3/2)\delta^2$, until neighbouring cuts meet.

## Pseudocode

```
input: families (direction, gamma), point group G,
       eps > 0 just above the rounding error of d
sort families by increasing gamma
for each family:
    for each distinct image n of its unit normal under G:
        if n is not already stored: store n, gamma, label

H = convex_hull(n_i / gamma_i)
for each hull plane m.p + d = 0, outward m:
    require d < -eps
    add vertex -m/d
merge coincident vertices

for each plane i:
    C = vertices with |n_i.x - gamma_i| < tol
    area_i = 0 if C has fewer than 3 points
             else sorted-polygon area, equation (4)

V = sum(gamma_i * area_i)/3
gamma_mean = 3*V/sum(area_i)

for each family:
    build W' without it
    threshold = infinity if W' is unbounded (remaining points
                n_i/gamma_i coplanar, so no hull exists, or some d >= -eps)
                else max(n.x over vertices of W')
    margin = threshold - gamma
```

The vertex formula follows from $m\cdot p=-d$: division by $-d>0$ gives $(-m/d)\cdot p=1$.

## Cost and stability

For $N$ planes a three-dimensional hull can be built in $O(N\log N)$ time and has at most $2N-4$ facets. The dense comparison of vertices with planes costs $O(N^2)$, as does simple pairwise merging; hull adjacency can replace the comparison for large $N$. Intersecting all triples of planes and screening each point against all planes costs $O(N^4)$. Thresholds need one more hull per family.

Scale the energies to order one before using an absolute tolerance. It must exceed the rounding error of the vertices and stay below both the smallest margin and the narrowest facet width to be resolved. By (10) that width is $\delta(\cot a+\cot b)$, which on a sharp edge is less than the margin: for $a=b=80^\circ$ it is $0.35\,\delta$. These conditions are necessary, not sufficient: the tolerance must also stay below the distance from each plane to every vertex not on it. Cap a square prism of half-width 1 with four equivalent planes tilted by $10^{-3}$; their margin and widths are near 1, yet a tolerance of 0.01 gives each an area of 4 instead of 1. Nearly parallel normals are delicate: for small $a$, $\cot a\simeq1/a$ in (10), so a small energy error moves a facet boundary far.

The vertex list of the hull answers only yes or no, and for a marginal plane an arbitrarily small change of the energies can move its boundary point to either side. Area is safer because it goes continuously to zero. A cubic crystal with $\gamma(n)=|n_x|+|n_y|+|n_z|$, the form given by cutting nearest-neighbour bonds of a simple cubic lattice, shows how small that area stays. Its dual points all satisfy $|p_x|+|p_y|+|p_z|=1$, so they lie on an octahedron, and $W$ is the cube of half-edge 1. With the {100}, {110}, {111} and {210} families listed, the last three have zero computed area. One random set of relative changes of up to $10^{-6}$ in the individual energies gave them a total area of $4.5\times10^{-5}$, against 24 for the cube. A report should give the margin beside the area, and compare it with the uncertainty of the energies.

## Steps as marginal planes

Consider surfaces tilted from a terrace by slope $s\ge0$. Let $b$ be the step energy per length divided by the step height, and let $B$ describe step interaction. The energy per projected terrace area is modelled as

$$f(s)=\gamma_0+bs+Bs^3. \tag{12}$$

The true area is $\sqrt{1+s^2}$ times the projected area, so $\gamma=f/\sqrt{1+s^2}$. With $n=(s,0,1)/\sqrt{1+s^2}$, the constraint $n\cdot x\le\gamma$ becomes

$$s x+z\le f(s). \tag{13}$$

For $B=0$ every such plane passes through the line $x=b$, $z=\gamma_0$. Non-interacting steps thus make intermediate vicinal planes marginal, and the step energy fixes the terrace edge. This case is an idealization: at finite temperature, wandering steps that cannot cross repel each other entropically, which adds a positive part to $B$. For $B>0$, $f$ is convex and intermediate slopes gain area; for $B<0$ it is concave for $s>0$ and they are skipped. If $s_c$ is the slope of the facet next to the terrace, setting $z=\gamma_0$ in (13) gives its half-width

$$x_c=\frac{f(s_c)-\gamma_0}{s_c}=b+Bs_c^2. \tag{14}$$

Take fourfold symmetry with mirror planes, $\gamma_0=1$ and $b=0.5$ J/m², and slopes 0.2, 0.4 and 0.6. For $B=-0.5$, $0$ and $+0.5$ J/m² the construction gives half-widths 0.32, 0.50 and 0.52 J/m². In the first two cases only slope 0.6 has area, and $0.5-0.5(0.6)^2=0.32$. In the third all three slopes appear, and $0.5+0.5(0.2)^2=0.52$. A set of slopes reaching closer to zero with $B>0$ would bring the half-width towards $b$ (0.501 for a smallest slope of 0.05), while slopes added above 0.2 leave it at 0.52: the excess $Bs_c^2$ comes from the finite list.

## A hexagonal crystal

The example has point group $6/mmm$ (24 operations), $c/a=1.6$, and chosen model energies. Energies and lengths of $W$ are in J/m², areas and volumes in its square and cube. The (10-10) orientation has terminations at 2.20 and 2.60; the lower is kept. This leaves 38 planes. The numerical hull gives 48 vertices of $W$ and the following families.

| Family | Count | $\gamma$ | $\gamma^*$ | One area | Share |
|---|---:|---:|---:|---:|---:|
| (0001) | 2 | 2.00 | 3.676 | 10.733 | 26.0% |
| (10-10) | 6 | 2.20 | 2.843 | 5.650 | 41.0% |
| (11-20) | 6 | 2.50 | 2.540 | 0.341 | 2.5% |
| (10-11) | 12 | 2.50 | 2.717 | 2.107 | 30.6% |
| (10-12) | 12 | 2.70 | 2.663 | 0 | 0 |

The (11-20) and (10-11) energies are equal, yet their shares differ by a factor of twelve. A factor of two comes from the member count; single facets still differ by $2.107/0.341\simeq6$, with margins 0.217 and 0.040. So $\gamma$ alone does not decide. The discarded termination at 2.60 lies below 2.843, so it would form facets if the lower one were unavailable. An absent family can still set another's threshold. Without (0001), the (10-12) planes meet on the axis at $2.7\sqrt{1+(c/a)^2/3}=3.676$, which is the (0001) threshold.

The total area is 82.689 and the volume 61.940. Hence

$$\bar\gamma=\frac{3(61.940)}{82.689}=2.247\ \text{J/m}^2
=1.443\times10^{-3}\ \text{Ha/bohr}^2. \tag{15}$$

For a particle of 1000 nm³, $\lambda=(1000/61.940)^{1/3}=2.527$ nm per J/m². Its area is $82.689\lambda^2=528.2$ nm² and its surface energy $2.247\times528.2\simeq1187$ aJ, since 1 J/m² times 1 nm² is 1 aJ. The best prism with only (0001) and (10-10) facets costs 2.7% more at equal volume.

The narrow (11-20) facet truncates the edge between two (10-10) facets, whose normals are each 30° away. Its threshold is $2.2/\cos30^\circ=2.540$, so $\delta=0.0403$. The edge length is 2.375, and (10) gives

$$2.375\times0.0403\times2\cot30^\circ\simeq0.332. \tag{16}$$

The full area is 0.341. The estimate is 2.6% low relative to it, because the facet is not a rectangle: the (10-11) planes bound it at each end by two sloping sides that meet in a point beyond the original edge length. The edges between (10-10) and (10-11) facets are horizontal, so (16) is the rectangular part. The (10-11) normal has horizontal and vertical components in the ratio $2/\sqrt3:a/c$, and its horizontal part is 30° from the (11-20) normal. The edge between two (10-11) planes therefore rises by $(2/\sqrt3)\cos30^\circ\,(c/a)\,\delta=1.6\,\delta$ when the cut moves in by $\delta$. The two end triangles, of base $2\delta\cot30^\circ$ and height $1.6\,\delta$, add $2\sqrt3(1.6)(0.0403)^2\simeq0.009$, and $0.332+0.009=0.341$.

Changing the (11-20) energy to 2.45, 2.50 and 2.55 gives shares of 5.8%, 2.5% and zero, and mean energies of 2.253, 2.247 and 2.240 J/m². Over this range the mean rises as the facet energy falls, as (11) predicts near first appearance. The trend does not continue: the mean peaks at about 2.256 J/m² near an energy of 2.40, where the family holds about 9% of the area, and lowering the energy further lowers the mean. Between the last two cases, the leading-order estimate (11) says that six edges lose an area $6(2.375)(0.0403)(2\tan15^\circ)\simeq0.31$, or 0.37% of $A$, and a volume $6(2.375)(0.0403)^2\cot30^\circ\simeq0.04$, or 0.06% of $V$. The difference accounts for a rise of about 0.31%, against 0.33% in the full construction. Lowering (10-12) from 2.70 to 2.65 likewise brings it from absence to a 1.6% share. With an uncertainty of 0.05 J/m², the presence of either family is undecided, while $\bar\gamma$ moves by only 0.2 to 0.3% in these single changes. That insensitivity holds for the small families only: shifting (10-10) by $\mp0.05$ moves $\bar\gamma$ by $-1.9\%$ and $+1.7\%$, and the downward shift removes (11-20), since $2.15/\cos30^\circ<2.50$.

## Failure modes

- **Origin outside or on the hull.** The listed normals may fail to enclose a finite body; add the missing orientations. If $W$ is bounded but some $\gamma_i\le0$, find an interior point $q$, if one exists, and use $\gamma_i-n_i\cdot q>0$. This is the translation above.
- **Wrong symmetry.** Applying inversion to a crystal that lacks it forces unequal opposite faces to share one energy.
- **Missing orientations.** An added plane can only cut $W$, so by (8) the calculated $E$ is an upper bound with respect to enlarging the list. No such bound holds for $\bar\gamma$, which can rise when a facet is added.
- **Tolerance too large.** Vertices of a narrow facet merge and its area disappears, or a plane nearly parallel to a real facet collects that facet's vertices and is given an area it does not have. Recompute with a smaller tolerance; for a narrow facet that truncates an edge, also compare the area with (10).
